# Energy lost in charging a Debye capacitor by a linear ramp

## Definitions and conventions

A Debye capacitor stores charge in two ways. The part $C_\infty v$ follows the plate voltage $v(t)$ at once. The relaxing part $q(t)$ follows with a single relaxation time $\tau$:

$$\tau\frac{dq}{dt}+q=\Delta C\,v(t). \tag{1}$$

Here $\Delta C$ is the relaxing capacitance. At constant $v$, $q$ approaches $\Delta C\,v$ as $e^{-t/\tau}$, so $\tau$ is the relaxation time at fixed voltage. The static capacitance is $C_s=C_\infty+\Delta C$.

The capacitor starts in equilibrium at zero voltage, $q(0)=0$. The voltage rises as $v=Vt/T$ for $0<t<T$ and is then held at $V$ until relaxation is complete. The result derived below is

$$W=\Delta C\,V^2\,\frac{\tau}{T}\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right]. \tag{2}$$

The hold belongs to the statement: $W$ is the loss of ramp and hold together. I write $x=T/\tau$ throughout. The capacitor is linear and isothermal, it has no leakage, and $v$ is the voltage at the dielectric itself, with no lead resistance in between.

"Dissipated" means work done by the source that cannot be recovered. This differs from the heat a calorimeter would register in a single charging stroke, as shown under "Reversible heat".

## Energy balance

Define a resistance $R=\tau/\Delta C$ and divide (1) by $\Delta C$:

$$v=R\,i+\frac{q}{\Delta C},\qquad i=\frac{dq}{dt}. \tag{3}$$

This is a resistor $R$ in series with a capacitor $\Delta C$, the pair lying in parallel with $C_\infty$. The source current is $C_\infty\,dv/dt+i$. Multiplying it by $v$, and using (3) in the second term, gives the source power

$$v\left(C_\infty\frac{dv}{dt}+i\right)=\frac{d}{dt}\left[\frac{C_\infty v^2}{2}+\frac{q^2}{2\Delta C}\right]+R\,i^2. \tag{4}$$

The bracket is a function of the present state, and $Ri^2$ is never negative. Integrating from the uncharged state to the relaxed state, where $v=V$ and $q=\Delta C\,V$, gives

$$W=\int_0^\infty R\,i^2\,dt=W_{\rm source}-\tfrac12C_sV^2. \tag{5}$$

The last term is the recoverable energy. Any discharge to the uncharged equilibrium returns $\frac12C_sV^2$ less its own $\int Ri^2dt$, and that integral tends to zero for a very slow discharge, as the slow limit below shows. The loss is therefore fixed by the terminal current and voltage. The resistor is a bookkeeping device and need not exist as a component.

## Loss during the ramp

For $0<t<T$, equation (1) has the constant driving slope $V/T$. Differentiating it gives

$$\tau\frac{di}{dt}+i=\frac{\Delta C\,V}{T}.$$

At $t=0$ both $v$ and $q$ vanish, so (3) gives $i(0)=0$. The solution is

$$i(t)=\frac{\Delta C\,V}{T}\left(1-e^{-t/\tau}\right). \tag{6}$$

Since $R\,\Delta C^2=\tau\,\Delta C$, the loss up to the end of the ramp is

$$W_r=\Delta C\,V^2\frac{\tau}{T^2}\int_0^T\left(1-2e^{-t/\tau}+e^{-2t/\tau}\right)dt .$$

The three terms integrate to $T$, $-2\tau(1-e^{-x})$ and $\frac{\tau}{2}(1-e^{-2x})$. Hence

$$W_r=\Delta C\,V^2\frac{\tau}{T^2}\left[T-2\tau(1-e^{-x})+\frac{\tau}{2}(1-e^{-2x})\right]. \tag{7}$$

## Loss during the hold

When the ramp stops, $q$ still lags behind $\Delta C\,V$. The voltage is continuous, so $i$ is continuous by (3). With $dv/dt=0$ it then decays as $i(T)e^{-(t-T)/\tau}$. Its square decays with time constant $\tau/2$, so

$$W_h=R\,i(T)^2\,\frac{\tau}{2}=\frac{\Delta C\,V^2}{2}\left(\frac{1-e^{-x}}{x}\right)^2. \tag{8}$$

If the hold lasts only a time $h$, the part not yet dissipated is $W_he^{-2h/\tau}$. The loss up to that moment is

$$W(h)=W-W_h\,e^{-2h/\tau}. \tag{9}$$

## The sum

To add (8) to (7), write $W_h=\Delta C\,V^2(\tau/T^2)\,\frac{\tau}{2}(1-e^{-x})^2$. The two terms with the factor $\tau/2$ combine as

$$(1-e^{-2x})+(1-2e^{-x}+e^{-2x})=2(1-e^{-x}).$$

They contribute $+\tau(1-e^{-x})$ to the bracket, which becomes

$$T-2\tau(1-e^{-x})+\tau(1-e^{-x})=T-\tau(1-e^{-x}).$$

Taking out a factor $T$ gives (2). The circuit equation was also integrated numerically for $T/\tau=0.05$, $0.4$, $3$ and $30$, with a hold of $25\tau$. The resistor heat agreed with (2) to better than one part in $10^6$ in each case.

## Other edge shapes

A second route shows how far the result depends on a straight ramp. Let $u=Ri$ be the voltage across the resistor. Differentiating (3) gives

$$\frac{du}{dt}+\frac{u}{\tau}=\frac{dv}{dt},\qquad u(t)=\int_{-\infty}^{t}e^{-(t-s)/\tau}\,v'(s)\,ds. \tag{10}$$

The loss is $\int u^2dt/R$. Inserting (10) twice, the time integral runs from the later of $s$ and $s'$ to infinity:

$$\int_{\max(s,s')}^{\infty}e^{-(2t-s-s')/\tau}\,dt=\frac{\tau}{2}\,e^{-|s-s'|/\tau}.$$

With $\tau/R=\Delta C$ this yields, for any waveform that starts from equilibrium and ends with a full hold,

$$W=\frac{\Delta C}{2}\iint v'(s)\,v'(s')\,e^{-|s-s'|/\tau}\,ds\,ds'. \tag{11}$$

For the linear ramp $v'=V/T$. Scaling both times by $T$ and collecting pairs with equal separation $y$ gives

$$W=\Delta C\,V^2\int_0^1(1-y)\,e^{-xy}\,dy=\Delta C\,V^2\left[\frac1x-\frac{1-e^{-x}}{x^2}\right],$$

by one integration by parts. This is (2) again. The integrand falls as $x$ grows, so at fixed $\tau$ a longer ramp loses less, and at fixed $T$ a longer $\tau$ loses more, provided the hold is long enough for full relaxation.

Equation (11) has two further uses. Reversing the sign of $v'$ leaves it unchanged, so a linear discharge from equilibrium at $V$, followed by a hold at zero, also loses $W$. And if the voltage rises monotonically within a time $T$, the exponential lies between $e^{-x}$ and $1$, so

$$\tfrac12\Delta C\,V^2e^{-x}\le W\le\tfrac12\Delta C\,V^2. \tag{12}$$

An edge that overshoots has a $v'$ of both signs and can exceed the upper bound. The lower bound in (12) is not sharp. Integrating (10) over the edge gives $V=u(T)+\frac1\tau\int_0^Tu\,dt$, while $RW=\int_0^Tu^2dt+\frac{\tau}{2}u(T)^2$. The Cauchy–Schwarz inequality then gives $V^2\le RW\,(T/\tau^2+2/\tau)$, that is $W\ge\Delta C\,V^2/(2+x)$, for any edge completed within $T$. Equality is reached by a step of $V/(2+x)$, a linear rise and a second equal step.

## Fast and slow ramps

**Fast ramp, $x\ll1$.** Expanding the exponential gives

$$\frac{W}{\Delta C\,V^2}=\frac12-\frac{x}{6}+\frac{x^2}{24}-\dots,\qquad W\simeq\frac{\Delta C\,V^2}{2}\left(1-\frac{x}{3}\right). \tag{13}$$

In the limit of a sudden step, half of the work $\Delta C\,V^2$ delivered to the relaxing branch is lost, whatever the value of $\tau$. Nearly all of this happens after the ramp: $W_h$ tends to $\frac12\Delta C\,V^2$, while (6) with $i\simeq\Delta C\,Vt/(T\tau)$ gives $W_r\simeq\Delta C\,V^2x/3$, which vanishes.

**Slow ramp, $x\gg1$.** The exponential drops out and

$$W\simeq\Delta C\,V^2\,\frac{\tau}{T}\left(1-\frac{\tau}{T}\right). \tag{14}$$

The current is then nearly the constant $\Delta C\,V/T$, and the heat $R(\Delta C\,V/T)^2T$ is the leading term. The hold contributes $W_h\simeq\Delta C\,V^2/(2x^2)$, a share of about $1/(2x)$. Leaving out the hold is thus harmless for slow ramps and a gross error for fast ones.

In numerical work, (2) subtracts nearly equal numbers when $x$ is small. Evaluating $e^{-x}-1$ with a dedicated function reduces the rounding error but leaves one such subtraction, so for very small $x$ use the three terms written in (13). For $0<x<1$ the series alternates with decreasing terms, so the error in $W/(\Delta C\,V^2)$ is at most $x^3/120$.

## Which relaxation time to insert

If the plates are isolated after receiving a total charge $Q$, the voltage is no longer fixed: $v=(Q-q)/C_\infty$. Equation (3) becomes

$$R\frac{dq}{dt}+q\left(\frac1{\Delta C}+\frac1{C_\infty}\right)=\frac{Q}{C_\infty}.$$

The relaxation time is $R$ divided by the bracket:

$$\tau_q=R\,\frac{\Delta C\,C_\infty}{C_\infty+\Delta C}=\tau\,\frac{C_\infty}{C_s}. \tag{15}$$

It is shorter than $\tau$, because the voltage that drives the relaxation falls as the relaxation proceeds. A time taken from the voltage decay of an isolated capacitor must be multiplied by $C_s/C_\infty$ before it enters (2).

## Use of a measured loss spectrum

With the time factor $e^{i\omega t}$, (1) gives the capacitance $C_\infty+\Delta C/(1+i\omega\tau)=C'-iC''$, where

$$C''(\omega)=\Delta C\,\frac{\omega\tau}{1+\omega^2\tau^2}. \tag{16}$$

The Fourier transform of (10) is $\hat u=\tau\,\hat g/(1+i\omega\tau)$, where $\hat g$ is the transform of $dv/dt$. For the ramp, $|\hat g|=V\,|\sin(\omega T/2)/(\omega T/2)|$. Parseval's theorem gives

$$W=\frac1R\int u^2dt=\frac{1}{\pi R}\int_0^\infty\frac{\tau^2|\hat g|^2}{1+\omega^2\tau^2}\,d\omega .$$

Since $\tau^2/R=\tau\,\Delta C$, and $\tau\,\Delta C/(1+\omega^2\tau^2)=C''/\omega$ by (16),

$$W=\frac{V^2}{\pi}\int_0^\infty\frac{C''(\omega)}{\omega}\left[\frac{\sin(\omega T/2)}{\omega T/2}\right]^2d\omega. \tag{17}$$

A dielectric with several relaxation times is a set of parallel branches. At a prescribed voltage they do not influence one another, so their losses add, as do their contributions to $C''$. Equation (17) therefore holds for any such distribution, and a measured $C''$ can be inserted if the band covers the whole loss: $C''$ must have fallen off at the low end, since a flat $C''$ makes the integral grow logarithmically as the lower limit falls, and the data must reach $\omega$ of a few times $1/T$ or beyond the loss peak. In the example below, data ending at $1$ GHz would capture only $2.2$ of $9.96$ aJ. Conduction must first be subtracted: it adds to $C''$ a term proportional to $1/\omega$, for which the integral diverges, because a leaking capacitor under a permanent hold dissipates without end.

## Reversible heat

Charging changes the entropy of the dipoles, so heat is exchanged even in an infinitely slow charging. It is released if $\Delta C$ falls with temperature, as for free dipoles, and absorbed if $\Delta C$ rises with temperature, as can happen for bound dipoles. Let $\Theta$ be the temperature. For the relaxing part in equilibrium at fixed voltage, the potential $G=F-qV$ obeys $dG=-S\,d\Theta-q\,dV$. With $q=\Delta C\,V$ it changes by $-\frac12\Delta C\,V^2$ on charging, and the entropy changes by

$$\Delta S=\frac{V^2}{2}\frac{d\,\Delta C}{d\Theta}.$$

For freely orienting dipoles in a weak field $\Delta C\propto1/\Theta$, so the heat released is $-\Theta\,\Delta S=\frac12\Delta C\,V^2$. If $C_\infty$ does not vary with temperature, it adds no reversible heat. Charging then gives out $W+\frac12\Delta C\,V^2$ and discharging gives out $W-\frac12\Delta C\,V^2$. Over the cycle the sum is $2W$. Equation (2) is thus the right basis for the mean heating of a repeatedly switched capacitor if each hold is long enough for full relaxation, but not for the heat of one stroke.

## Worked example: two lines in a low-k film

Consider two parallel copper lines, $10\ \mu$m long, $100$ nm high and $50$ nm wide, separated by $50$ nm of porous organosilicate glass that has taken up some moisture. The relative permittivity is $2.8$ for the fast part and $0.2$ for the relaxing part. Further, $\tau=50$ ps, $T=20$ ps, $V=0.80$ V and the temperature is $300$ K. Treating the facing sidewalls as a parallel-plate capacitor,

$$\Delta C=\frac{\varepsilon_0\times0.2\times(100\ {\rm nm})(10\ \mu{\rm m})}{50\ {\rm nm}}=0.0354\ {\rm fF},\qquad C_\infty=0.496\ {\rm fF}.$$

With $x=0.40$ and $e^{-x}=0.67032$,

$$\frac{W}{\Delta C\,V^2}=\frac{1}{0.40}\left[1-\frac{0.32968}{0.40}\right]=0.4395 .$$

The sudden-step loss $\frac12\Delta C\,V^2$ is $11.33$ aJ, so

$$W=0.4395\times22.67\ {\rm aJ}=9.96\ {\rm aJ}=62.2\ {\rm eV}.$$

Integration of the circuit equation gives the same $9.96$ aJ, of which $2.26$ aJ is lost during the ramp and $7.70$ aJ during the hold. Stopping the account at the end of the ramp would miss $77\%$ of the loss. A hold of one $\tau$ brings the total to $9.96-7.70\,e^{-2}=8.92$ aJ, as (9) requires. The source delivers $179.96$ aJ, of which $170.00$ aJ is recoverable in principle. An ordinary logic driver on a fixed supply recovers none of it: with full relaxation after each edge it draws $C_sV^2=340$ aJ per cycle, whatever the dielectric loss. There the dielectric loss, which is $2W$ if the edges are the linear ramps assumed here and follows from (11) otherwise, is a part of this energy, not an addition to it, and most of the rest becomes heat in the driver.

With everything but the ramp time held fixed, the loss is $10.96$ aJ for $5$ ps, $8.34$ aJ for $50$ ps, $4.28$ aJ for $200$ ps and $1.08$ aJ for $1000$ ps. The last value has $x=20$, and (14) gives $22.67\times0.05\times0.95=1.08$ aJ.

At $1$ GHz each half cycle of $500$ ps leaves a hold of $480$ ps, or $9.6\,\tau$. The lag has then fallen to a fraction $e^{-9.6}$ of its value at the end of the ramp, below one part in $10^4$, so each edge starts close to equilibrium. The mean heating is $2W$ per cycle, or $19.9$ nW. If the plates were isolated instead, the voltage would relax in $50\times2.8/3.0=46.7$ ps.

## The example beside a real interconnect

The dimensions, voltage and total permittivity of $3.0$ are roughly those of an on-chip interconnect, although $3.0$ is high for a porous film. The relaxing part stands for absorbed water. The fast part of $2.8$ is itself high for such a film, but $W$ does not depend on it. The relaxing part of $0.2$ and the time of $50$ ps are model choices and the least certain inputs. Water held in pores can be expected to relax more slowly than the liquid, whose time is roughly $10$ ps at room temperature, and over a range of times. Of the effects sized below, fringing and operating temperature move the number most, each by nearly a factor of two: fringing raises it and, for a $\tau$ short compared with the hold, a higher temperature lowers it.

**Fringing.** A boundary-element calculation for this pair of lines, isolated in a uniform film, gives $1.94$ times the parallel-plate capacitance. In a uniform film the factor applies equally to $C_\infty$ and $\Delta C$, and the loss becomes $19.3$ aJ. Neighbouring lines would change the factor, and they are not included.

**Temperature.** Take $378$ K, an unchanged water content, an activation energy of roughly $0.20$ eV for $\tau$, and $\Delta C\propto1/\Theta$. Then $\tau$ falls to about $10$ ps and the loss to $5.1$ aJ, close to half. The smaller $\Delta C$ accounts for a factor $300/378=0.79$ and the shorter $\tau$ for the remaining factor of about $0.65$. The result inherits the uncertainty of the activation energy. The direction also depends on $\tau$: under periodic switching at $1$ GHz, a branch with $\tau=500$ ps at $300$ K does not relax within a half cycle and loses $5.1$ aJ per edge, and at $378$ K, where it relaxes almost fully, it loses $8.3$ aJ. If the film dries at this temperature, $\Delta C$ and the loss fall further.

**Spread of relaxation times.** For a log-normal distribution with median $50$ ps, a standard deviation of one decade and the same total $\Delta C$, the loss is $8.4$ aJ, or $15\%$ below the single-time value. Slow branches can raise their share of the loss by at most $14\%$, up to the step limit of $11.33$ aJ, whereas fast branches can lose almost all of theirs. The figure assumes complete relaxation. Branches slower than the half cycle do not reach it at $1$ GHz, so the power quoted above does not carry over to this distribution.

**Edge shape.** A driver does not produce a straight ramp. For any monotonic edge completed in $20$ ps, with the same $\tau$ and $\Delta C$, the loss lies between $\Delta C\,V^2/(2+x)=9.44$ aJ and the step limit of $11.3$ aJ, against $9.96$ aJ for the straight ramp.

**Line resistance.** With a rough resistivity of $4\ \mu\Omega\,$cm each line has a resistance $R_\ell=80\ \Omega$. For lines driven and grounded at the same end, the charging current falls linearly to zero along the length. Its value at the driven end is taken as $I=C_sV/T$, as if the relaxing part also followed at once; for this short ramp that overstates the metal heat by roughly a tenth. The mean of its square is $I^2/3$, so the two lines dissipate

$$\frac{2R_\ell}{3}\,\frac{(C_sV)^2}{T}=0.48\ {\rm aJ},$$

which is $4.8\%$ of the dielectric loss. This heat grows as the square of the capacitance, so with fringing the ratio is $9.4\%$. For longer lines of the same cross-section, $R_\ell$ and $C_s$ both grow with length. The metal loss then grows as its cube and the dielectric loss in proportion to it, so the ratio grows as the square of the length. Once the line delay is no longer short compared with $T$, the dielectric does not see the driver's ramp and (2) cannot be applied with the driver's $T$.

**Leakage and nonlinearity.** The field of $0.16$ MV/cm is far below a breakdown field of roughly $5$ MV/cm. A rough leakage density of $10^{-9}$ A/cm$^2$ gives $4\times10^{-9}$ aJ per half cycle, which is negligible. For a dipole of roughly 2 debye in this field, the ratio of dipole energy to thermal energy is $0.026$, and the departure from linear response is $0.004\%$. A local field above the mean field would raise that figure as its square, from a very small starting value.

**Heat per stroke.** If the relaxing dipoles were free and $C_\infty$ did not vary with temperature, charging would release $9.96+11.33=21.3$ aJ, and discharging would absorb $11.33-9.96=1.4$ aJ. Bound water need not follow the $1/\Theta$ law, so this split is only indicative. The cycle total of $2W=19.9$ aJ does not depend on it.

The main values are in the numerical output below.

## Computed values

```
spacing, height, width: 50, 100, 50 nm
line length: 10 um
permittivity, fast and relaxing: 2.8, 0.2
tau, ramp T: 50, 20 ps; T/tau = 0.40
voltage V: 0.80 V; temperature: 300 K
C_inf: 0.4958 fF
dC: 0.03542 fF
branch resistance R = tau/dC: 1.412 MOhm
exp(-T/tau): 0.67032
W/(dC V^2): 0.4395
sudden-step loss dC V^2/2: 11.333 aJ
loss during ramp (integrated): 2.263 aJ
loss during hold (integrated): 7.699 aJ
total loss (integrated): 9.962 aJ
total loss (formula): 9.962 aJ = 62.2 eV
share lost after the ramp: 77.3 %
source work: 179.96 aJ
recoverable energy C_s V^2/2: 170.00 aJ
discharge loss (integrated): 9.962 aJ
loss with hold of one tau: 8.920 aJ
isolated-plate relaxation time: 46.67 ps
loss for T = 5 ps: 10.965 aJ
loss for T = 50 ps: 8.339 aJ
loss for T = 200 ps: 4.276 aJ
loss for T = 1000 ps: 1.077 aJ
half cycle: 500 ps; hold: 480 ps
fraction of W left after this hold: 3.5e-09
mean power at 1 GHz: 19.92 nW
neglected effects:
fringing factor, isolated pair: 1.94
loss with fringing: 19.3 aJ
copper resistivity (rough): 4.0 uOhm cm
resistance of one line: 80 Ohm
heat in both lines: 0.482 aJ
ratio to dielectric loss: 4.8 %
same ratio with fringing: 9.4 %
loss, tau spread of 1 decade (s.d.): 8.426 aJ
activation energy (rough): 0.20 eV
tau at 378 K: 10.1 ps
loss at 378 K: 5.138 aJ
field: 0.16 MV/cm; breakdown (rough): 5 MV/cm
leakage density (rough): 1e-09 A/cm2
leakage heat per half cycle: 4.0e-09 aJ
dipole energy over kB temp (2 debye): 0.0258
dipole saturation: 0.0044 %
reversible heat/(half dipole work): 1.0000
```
